\section*{Fourth-power thermal shift of the transition pressure between two insulating polymorphs}

\section{Form of the answer}

At low temperature the thermal energy of an ordered, non-magnetic insulator resides in long sound waves. They bring in three quantities: the thermal energy $kT$, Planck's constant $\hbar$ and a sound speed $v$. The lattice spacing drops out, because the thermal waves are much longer than it is. Since $\hbar v$ is an energy times a length, $kT/\hbar v$ is an inverse length, and the one combination with the dimension of energy per volume is
\begin{equation}
 f_{\rm th}=-A\,\frac{(kT)^4}{(\hbar v)^3},
\end{equation}
with $A$ a pure number. A pressure also has this dimension. The transition pressure between two polymorphs is fixed by a balance between their free-energy difference and the work $P\,\Delta V$. Its thermal shift is therefore $T^4$ times a combination of sound speeds and a ratio of volumes. What remains is to find $A$, the combination and the limits of validity.

\section{Statement and conventions}

Extensive quantities are counted per formula unit, which contains $n$ atoms. The label $i=1,2$ denotes the polymorph, and $\Delta X=X_2-X_1$. Each polymorph is a bulk, ordered, non-magnetic insulator, mechanically stable at the pressures considered. ``Harmonic'' means that at each volume the phonons are independent oscillators; their frequencies may depend on the volume. Let $P_0$ be the pressure at which the Gibbs energies are equal at $T=0$, zero-point energy included, and let $V_i$ and $\Theta_i$ be the volumes and Debye temperatures there. If $V_1\ne V_2$, then
\begin{equation}
 P_t(T)=P_0+cT^4+O(T^6),\quad
 c=\frac{\pi^4}{5}\,nk\,\frac{\Theta_2^{-3}-\Theta_1^{-3}}{V_2-V_1}.
 \label{eq:main}
\end{equation}
The Debye temperatures thus fix $c$ together with $n$ and the volume difference. Equation \eqref{eq:main} also describes two phases that are both metastable against a third, since it uses nothing but the equality of their Gibbs energies.

\section{Thermal free energy of one polymorph}

An oscillator of frequency $\omega$ has levels $(m+\tfrac12)\hbar\omega$. With $x=\hbar\omega/kT$ its partition function is a geometric series,
\begin{equation}
 Z=\sum_{m=0}^{\infty}e^{-(m+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}},
\end{equation}
and $-kT\ln Z$ summed over the modes of one formula unit gives
\begin{equation}
 F_{\rm vib}=\sum_{\rm modes}\left[\tfrac12\hbar\omega+kT\ln(1-e^{-\hbar\omega/kT})\right].
 \label{eq:modes}
\end{equation}
The first term is the zero-point energy and belongs to the $T=0$ problem. The second is the thermal part $F_{\rm th}$. An optical mode with $\hbar\omega\gg kT$ contributes about $-kTe^{-\hbar\omega/kT}$ to it, which is smaller than any power of $T$ as $T\to0$.

The three acoustic branches have $\omega=v_s(\hat q)\,q$ at small wavevector $q$, with a speed that depends on branch $s$ and direction $\hat q$. A volume $V$ holds $V\,d^3q/(2\pi)^3$ modes per branch, so
\begin{equation}
 F_{\rm th}=\frac{VkT}{8\pi^3}\sum_s\int d\Omega\int_0^\infty q^2dq\,
 \ln\!\left(1-e^{-\hbar v_sq/kT}\right).
\end{equation}
Extending the upper limit from the zone boundary to infinity adds exponentially small terms. In each direction put $x=\hbar v_sq/kT$, so that $q^2dq=(kT/\hbar v_s)^3x^2dx$. The radial integral becomes a number,
\begin{align}
 I&=\int_0^\infty x^2\ln(1-e^{-x})\,dx
 =-\sum_{m=1}^\infty\frac1m\int_0^\infty x^2e^{-mx}dx\nonumber\\
 &=-\sum_{m=1}^\infty\frac{2}{m^4}=-\frac{\pi^4}{45},
\end{align}
where the logarithm was expanded in powers of $e^{-x}$, each integral equals $2/m^3$, and $\sum m^{-4}=\pi^4/90$. The angular integral defines the Debye speed $v_D$:
\begin{equation}
 \frac{3}{v_D^3}=\frac1{4\pi}\int d\Omega\sum_s\frac1{v_s^3(\hat q)}.
 \label{eq:vd}
\end{equation}
It equals $12\pi/v_D^3$ before division by $4\pi$. Hence
\begin{equation}
 F_{\rm th}=\frac{V(kT)^4}{8\pi^3\hbar^3}\,\frac{12\pi}{v_D^3}
 \left(-\frac{\pi^4}{45}\right)=-\frac{\pi^2}{30}\,\frac{V(kT)^4}{(\hbar v_D)^3},
 \label{eq:sound}
\end{equation}
so that $A=\pi^2/30$ with $v=v_D$.

The Debye temperature repackages $v_D$. A sphere of radius $q_D$ that holds $n$ wavevectors per formula unit satisfies $Vq_D^3/6\pi^2=n$, and
\begin{equation}
 k\Theta=\hbar v_Dq_D=\hbar v_D\left(\frac{6\pi^2n}{V}\right)^{1/3}.
 \label{eq:theta}
\end{equation}
Cubing gives $V/(\hbar v_D)^3=6\pi^2n/(k\Theta)^3$. Inserted in \eqref{eq:sound}, this yields
\begin{equation}
 F_{\rm th}=-aT^4,\qquad a=\frac{\pi^4nk}{5\Theta^3}.
 \label{eq:a}
\end{equation}
The choice of $n$ is a convention that cancels, because $n/\Theta^3$ depends on $V/v_D^3$ alone. If a source counts primitive cells instead of atoms in \eqref{eq:theta}, the same count must replace $n$ in \eqref{eq:main}. A $\Theta$ fitted to heat capacities near room temperature samples optical modes and is a different quantity.

The first correction comes from the bending of the acoustic branches. Along a ray the squared frequency of a non-degenerate branch is smooth in $q$, and time reversal makes it even, so $\omega^2=v^2q^2(1-2\beta q^2+\dots)$ and $\omega=vq(1-\beta q^2+\dots)$. Where two branches share a speed, a crystal without inversion symmetry may split them by $\pm q^2$ terms; these cancel to first order in the sum over the two branches, and their second-order effect has the same power of $T$ as the one found next. A small change $\delta\omega$ changes a mode's free energy by $\hbar\,\delta\omega/(e^x-1)$. The correction is thus proportional to $\int q^2dq\,q^3/(e^x-1)\propto T^6$, which is $T^2$ relative to the leading term.

This was tested on a spring crystal of caesium-chloride structure with atomic masses 1 and 3. Central springs have strength 1.0 between nearest neighbours, and 0.6 and 0.9 between like atoms one lattice constant apart. The free energy came from the full dynamical matrix with its six branches, and $\Theta$ separately from the elastic constants through \eqref{eq:vd} and \eqref{eq:theta}. The ratio of the free energy to $-aT^4$ was 1.00086 at $T/\Theta=0.005$ and 1.00347 at 0.010. The excess grows as $T^{2.01}$, and removing a $T^2$ term leaves 0.99999 at $T=0$.

\section{From fixed volume to fixed pressure}

The Gibbs energy is the minimum over volume of $F_i(V,T)+PV$. If the cell has several shape parameters, $F_i(V,T)$ is understood as already minimized over them. Near the $T=0$ equilibrium volume $\bar V_i(P)$ write $V=\bar V_i+u$. The linear term of the cold part vanishes at its minimum, and its second derivative is $B_i/\bar V_i$, with $B_i>0$ the bulk modulus. Keeping the leading thermal terms,
\begin{equation}
 F_i+PV=G_i(P,0)+\frac{B_i}{2\bar V_i}u^2-a_iT^4-a_i'uT^4,
\end{equation}
where $a_i'=da_i/dV$. Setting the derivative with respect to $u$ to zero gives $u=a_i'\bar V_iT^4/B_i$: thermal expansion is of order $T^4$. Substituting back,
\begin{equation}
 G_i(P,T)=G_i(P,0)-a_i(P)T^4-\frac{\bar V_i(a_i')^2}{2B_i}T^8.
 \label{eq:gibbs}
\end{equation}
Expansion changes the Gibbs energy at order $T^8$, beyond the $T^6$ term of dispersion. The volume dependence of the frequencies therefore enters $c$ through the values of $\Theta_i$ and $V_i$ at $P_0$, and adds no new term to it.

\section{The coexistence line}

Let $P_t=P_0+\delta P$. Because $\partial G_i/\partial P=V_i$ and $\Delta G(P_0,0)=0$,
\begin{equation}
 \Delta G(P_0+\delta P,0)=\Delta V\,\delta P+\tfrac12\Delta V'\,\delta P^2+\dots,
\end{equation}
with $\Delta V'=d(\Delta V)/dP$. Equality of the Gibbs energies requires
\begin{equation}
 \Delta V\,\delta P+\tfrac12\Delta V'\,\delta P^2=\Delta a\,T^4+O(T^6).
 \label{eq:balance}
\end{equation}
For $\Delta V\ne0$ the shift is of order $T^4$, its square is of order $T^8$, and the pressure dependence of $\Delta a$ also enters at $T^8$. To leading order
\begin{equation}
 \delta P=\frac{\Delta a}{\Delta V}T^4,
\end{equation}
which with \eqref{eq:a} is \eqref{eq:main}. In terms of sound speeds, from \eqref{eq:sound},
\begin{equation}
 c=\frac{\pi^2k^4}{30\hbar^3}\,
 \frac{V_2/v_{D2}^3-V_1/v_{D1}^3}{V_2-V_1},
\end{equation}
the form announced by the dimensional argument.

The slope gives a second reading. Along the line $dG_1=dG_2$, that is $V_1dP-S_1dT=V_2dP-S_2dT$, so
\begin{equation}
 \frac{dP_t}{dT}=\frac{S_2-S_1}{V_2-V_1}.
 \label{eq:clap}
\end{equation}
From \eqref{eq:gibbs}, $S_i=-\partial G_i/\partial T=4a_iT^3$ to leading order. The slope is $4cT^3$, and the line leaves $T=0$ horizontally.

\textbf{Sign.} Let phase 2 be the denser one, $\Delta V<0$. If it also has the higher Debye temperature, it has the smaller entropy; heating favours phase 1 and $c>0$. If the denser phase has the lower Debye temperature, $c<0$.

\textbf{Equal Debye temperatures.} Then $c=0$, and the shift begins at a higher power, in general $T^6$.

\textbf{Equal volumes.} If $\Delta V=0$ at $P_0$, the quadratic term in \eqref{eq:balance} takes over:
\begin{equation}
 \delta P=\pm T^2\sqrt{2\Delta a/\Delta V'},
\end{equation}
provided $\Delta a$ and $\Delta V'$ have the same sign. This is why the volumes must be unequal. For small $\Delta V$ the quartic law needs $|\delta P|\ll2|\Delta V/\Delta V'|$.

\textbf{Metals and disorder.} Let a metal have $D$ electron states per unit energy, spin included, at its Fermi level. Electrons and holes each contribute $-D(kT)^2\int_0^\infty\ln(1+e^{-x})dx=-\pi^2D(kT)^2/12$. The sum, $-\pi^2D(kT)^2/6$, exceeds the phonon term at low $T$ and gives a $T^2$ shift unless the two phases have equal $D$. Frozen disorder with entropy $S_0$ adds $-TS_0$ and a shift $\Delta S_0\,T/\Delta V$.

\section{Worked example}

The parameters are round values in the rough regime of hafnia. Phase 1 stands for the monoclinic form and phase 2 for the denser antipolar orthorhombic form; $n=3$. The cold energy is $E_i+B_i(V-V_{0i})^2/2V_{0i}$ and the Debye temperature is $\Theta_{0i}(V/V_{0i})^{-\gamma_i}$, with
\begin{center}
\begin{tabular}{lccccc}
 & $E$ (eV) & $V_0$ (\AA$^3$) & $B$ (GPa) & $\Theta_0$ (K) & $\gamma$\\
1 & 0.000 & 34.5 & 190 & 440 & 1.2\\
2 & 0.025 & 33.3 & 220 & 460 & 1.5
\end{tabular}
\end{center}
The Debye spectrum $9n\omega^2/\omega_D^3$, cut off at $\omega_D=k\Theta/\hbar$, gives the zero-point energy
\begin{equation}
 \frac12\int_0^{\omega_D}\hbar\omega\,\frac{9n\omega^2}{\omega_D^3}\,d\omega=\frac98nk\Theta .
\end{equation}

\textbf{Zero temperature.} The Gibbs energies cross at 3.49 GPa without zero-point energy and at $P_0=4.40$ GPa with it. At $P_0$ the volumes are 33.836 and 32.786 \AA$^3$, so $\Delta V=-1.050$ \AA$^3$, and the Debye temperatures are 450.37 and 470.86 K.

\textbf{Coefficient.} The inverse cubes are $1.0947\times10^{-8}$ and $0.9579\times10^{-8}$ K$^{-3}$. With $k=1.3806\times10^{-23}$ J/K,
\begin{equation}
 c=\frac{58.45\,(1.3806\times10^{-23})(-1.368\times10^{-9})}{-1.050\times10^{-30}}
 \approx1.05\ \frac{\rm Pa}{\rm K^4}.
\end{equation}
At 10 K the shift is $1.05\times10^4$ Pa, or 10.5 kPa. Using the table's $V_0$ and $\Theta_0$ instead of the values at $P_0$ would give 0.986 Pa/K$^4$, which is 6\% lower.

\textbf{Range of the law.} The full Debye Gibbs energies were also minimized over volume and equated numerically:
\begin{center}
\begin{tabular}{rcc}
$T$ (K) & solved shift (MPa) & $cT^4$ (MPa)\\
10 & 0.0105 & 0.0105\\
20 & 0.168 & 0.168\\
40 & 2.68 & 2.69\\
100 & 73.4 & 105\\
300 & 852 & 8509
\end{tabular}
\end{center}
The solved shifts at 10 and 20 K give a power of 4.000. A Debye spectrum has no dispersion and hence no $T^6$ term, so this agreement is closer than a real crystal would show. At 100 K, where the quartic law already fails, the slope of the solved line is 2.200 MPa/K, and \eqref{eq:clap} with the full Debye entropies gives the same value.

\textbf{High-temperature limit.} The value at 300 K can be understood from the opposite limit. The bracket in \eqref{eq:modes} equals $kT\ln[2\sinh(x/2)]=kT(\ln x+x^2/24-\dots)$. Over the Debye spectrum the mean of $\ln\omega$ is $\ln\omega_D-\tfrac13$ and that of $\omega^2$ is $\tfrac35\omega_D^2$. With volumes and Debye temperatures held at their $P_0$ values,
\begin{equation}
 \Delta F_{\rm vib}\approx3nkT\left[\ln\frac{\Theta_2}{\Theta_1}
 +\frac{\Theta_2^2-\Theta_1^2}{40T^2}\right].
\end{equation}
At 300 K this is $0.2327\,(0.0445+0.0052)=0.0116$ eV. The zero-point difference already contained in $P_0$ is $\tfrac98nk\,\Delta\Theta=0.0060$ eV. The remainder, 0.0056 eV, divided by 1.050 \AA$^3$ is about 0.86 GPa, close to the solved 0.852 GPa. The line is approaching a straight line with an offset: its slope at 300 K is 4.7 MPa/K, against the classical limit $3nk\ln(\Theta_2/\Theta_1)/|\Delta V|\approx5.3$ MPa/K. The quartic law is ten times too large.

\section{Effects outside the model}

\textbf{Dispersion.} At 10 K the spring crystal, taken at the same $T/\Theta$ as phase 1, exceeds its $T^4$ law by 1.8\%. If both phases shared this fraction, the shift would rise by 1.8\%. If phase 1 alone had it, the shift would rise by 14\%, because $c$ is a small difference: $a_1/|\Delta a|\approx8$. If each phase had the spring crystal's dispersion at its own $T/\Theta$, the shift would rise by about 3\%. The spring crystal gives a rough scale here, not hafnia's own dispersion, and the scale depends on how the two are matched: with $\Theta$ counted per primitive cell (12 atoms in monoclinic hafnia, 2 in the spring crystal) instead of per atom, the 1.8\% becomes 7.5\%. With the per-atom matching the excess at 20 K is about 10\%.

\textbf{Optical modes.} One 14 meV mode per four formula units, present in one phase alone, moves the transition by 0.003 kPa at 10 K, which is negligible. At 20 K the same expression, $\tfrac14kTe^{-\hbar\omega/kT}/|\Delta V|$, gives about 20 kPa, or 12\% of the 168 kPa shift. If an error of about ten per cent is allowed, such a mode alone limits the law to roughly 20 K, a tighter limit than the Debye table suggests. Unequal dispersion can be stricter still: the 14\% found above is reached already at 10 K.

\textbf{Surfaces.} A spherical grain of diameter $d$ has surface $6/d$ per unit volume. A surface-energy difference $\Delta\Gamma$ shifts the transition by about $(6\Delta\Gamma/d)\,V_1/|\Delta V|$. For $\Delta\Gamma=0.1$ J/m$^2$ and $d=10$ nm this is 1.9 GPa. The surface energy $\Gamma$ common to both phases acts too, because a grain with a fixed number of atoms has less surface in the denser phase. This lowers the transition pressure by about $4\Gamma/d$, or 0.4 GPa for $\Gamma=1$ J/m$^2$.

\textbf{Field.} At fixed field $E$, a permittivity difference $\Delta\varepsilon$ shifts the transition by about $\tfrac12\varepsilon_0\Delta\varepsilon E^2\,V_1/|\Delta V|$. For $\Delta\varepsilon=5$ and 1 MV/cm this is 7.1 MPa, downward if the denser phase has the larger permittivity. The permittivity common to both phases acts too, since the denser phase fills less volume: it raises the transition by about $\tfrac12\varepsilon_0(\varepsilon_2-1)E^2$, so for permittivities 20 and 25 the net shift is about $-6$ MPa. A polar phase would add a term linear in $E$.

\textbf{Finite thickness.} The Debye speed of phase 1 is 3392 m/s, and the thermal wavelength $hv_D/kT$ at 10 K is 16 nm. In a 10 nm film the wavevectors across the film are discrete, and the error of \eqref{eq:sound} depends on the faces. For scalar waves of this speed at 10 K the thermal free energy is about 1.23 times the bulk value with two free faces and 0.78 times with two clamped faces, but within 1\% of it with one free and one clamped face.

\textbf{Carriers.} With a 5.5 eV gap the factor $e^{-E_g/2kT}$ is about $10^{-46}$ at 300 K, so intrinsic carriers are irrelevant. Carriers from defects are not covered by this estimate.

\textbf{The real material.} Bulk hafnia is monoclinic at ambient conditions and turns into a denser orthorhombic form at a pressure of a few GPa. The model's $P_0$ is of that order, and its volumes and moduli are round values of the material's order. The Debye temperatures are less certain, and their difference is a chosen value. Since $\Theta_2^{-3}-\Theta_1^{-3}\approx-3\Delta\Theta/\Theta^4$, a change of 10 K in the 20 K difference changes $c$ by about half; a reversed difference reverses its sign. Ferroelectric memory capacitors made of hafnia use films about 10 nm thick, near or above room temperature, in a polar orthorhombic phase that this pair does not include. They break the assumptions of bulk size and low temperature: the surface estimate alone is some $10^5$ times the 10 K shift. Transformation barriers, which make the pressures on loading and unloading differ, lie outside equilibrium thermodynamics.

\section{Using the result}

\begin{enumerate}
\item Find $P_0$ with zero-point energies included, and take $V_1$, $V_2$ there. In the example the zero-point part of $P_0$ is 0.9 GPa. That value comes from giving all nine modes a Debye spectrum set by the sound speeds; in a real crystal the optical modes must be summed from the full spectrum, and the size can differ greatly.
\item Obtain the speeds of small sound waves in each phase at $P_0$, average $v_s^{-3}$ over directions by \eqref{eq:vd}, and form $\Theta_i$ by \eqref{eq:theta} with the same $n$ as in \eqref{eq:main}.
\item Propagate errors through the difference $\Theta_2^{-3}-\Theta_1^{-3}$. With $a_1/|\Delta a|\approx8$, a 1\% error in $\Theta_1$ alone is a 3\% error in $a_1$ and about 24\% in $c$.
\item Above the quartic range, solve $G_1=G_2$ with the full phonon spectra. The table of the worked example lists solved shifts with Debye spectra only; bent acoustic branches and optical modes can change such values considerably.
\end{enumerate}

\section*{Computed values}
\begin{verbatim}
Spring crystal, lattice/law at T/Theta=0.005: 1.00086
Spring crystal, lattice/law at T/Theta=0.010: 1.00347
Spring crystal, ratio extrapolated to T=0: 0.99999
Power of T in relative deviation: 2.012
Input atoms per formula unit: 3
Input phase 1: static energy 0.000 eV/f.u.
  static volume 34.5 A^3/f.u., bulk modulus 190 GPa
  Debye temperature 440 K, Grueneisen 1.2
Input phase 2: static energy 0.025 eV/f.u.
  static volume 33.3 A^3/f.u., bulk modulus 220 GPa
  Debye temperature 460 K, Grueneisen 1.5
P0 without zero-point energy: 3.491 GPa
P0 with zero-point energy: 4.398 GPa
Volumes at P0, phases 1 and 2: 33.836, 32.786 A^3/f.u.
Volume difference V2-V1 at P0: -1.050 A^3/f.u.
Debye temperatures at P0: 450.37, 470.86 K
Coefficient c: 1.0504 Pa/K^4
c from static zero-pressure inputs instead: 0.9855 Pa/K^4
Power of T from solved shifts at 10 and 20 K: 4.00000
T=10 K: solved shift 0.010504 MPa, law 0.010504 MPa
T=20 K: solved shift 0.16807 MPa, law 0.16807 MPa
T=40 K: solved shift 2.6808 MPa, law 2.6891 MPa
T=100 K: solved shift 73.367 MPa, law 105.04 MPa
T=300 K: solved shift 852.02 MPa, law 8508.6 MPa
Slope at 100 K, solved: 2.1999 MPa/K
Slope at 100 K, Clapeyron: 2.2000 MPa/K
Law shift at 10 K: 10.504 kPa
Dispersion at 10 K, same in both phases: 1.80 % of shift
Dispersion at 10 K, in phase 1 only: 14.4 % of shift
Optical mode input: 14 meV, one per 4 f.u.
Optical mode in one phase, 10 K: 0.0029 kPa
Surface input: difference 0.1 J/m^2, grain 10 nm
Surface-energy shift: 1.93 GPa
Field input: 1 MV/cm, permittivity difference 5
Field shift: 7.13 MPa
Debye sound speed, phase 1: 3392 m/s
Thermal phonon wavelength h v/(k T), 10 K: 16.3 nm
Gap input: 5.5 eV
log10 of exp(-gap/2kT) at 300 K: -46.2
\end{verbatim}
